# Euclidean current correlator of a free massive fermion and its spectral density: a program that tests the result

```python
"""
Euclidean current correlator of a free Dirac field, hbar = c = 1.
Result under test, for r = |x| > 0, n = x/r, Bessel argument m*r:
  G_mn = -m^4/(4 pi^4 r^2) [(K1^2 + K2^2) delta_mn - 2 K2^2 n_m n_n],
which is conserved and has the spectral density
  rho(s) = (1 + 2m^2/s) sqrt(1 - 4m^2/s) / (12 pi^2),  s > 4m^2.
G_L, G_T: components along and across x;  T = -trace G.
C(tau): integral of T over three-space at Euclidean time tau.
Pi(Q^2): vacuum polarization subtracted at Q = 0, without e^2.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import kv, j1, spherical_jn

PI = math.pi


def integral(func, a, b, **options):
    return quad(func, a, b, epsabs=1e-13, epsrel=1e-10,
                limit=300, **options)[0]


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * max(abs(a), abs(b))


def components(r, m):
    k1, k2 = kv(1, m * r), kv(2, m * r)
    c = m**4 / (4 * PI**4 * r**2)
    return c * (k2**2 - k1**2), -c * (k1**2 + k2**2)


def minus_trace(r, m):
    return (m**4 / (2 * PI**4 * r**2)
            * (2 * kv(1, m * r)**2 + kv(2, m * r)**2))


def tensor(x, m, k1_weight=1.0):
    r = np.linalg.norm(x)
    n = x / r
    a, b = k1_weight * kv(1, m * r)**2, kv(2, m * r)**2
    return (-m**4 / (4 * PI**4 * r**2)
            * ((a + b) * np.eye(4) - 2 * b * np.outer(n, n)))


def rho(s, m):
    return ((1 + 2 * m**2 / s) * math.sqrt(max(0.0, 1 - 4 * m**2 / s))
            / (12 * PI**2))


# Euclidean gamma matrices, directions ordered 1, 2, 3, 4 (4 = time)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero2 = np.zeros((2, 2))
gamma = [np.block([[zero2, -1j * s], [1j * s, zero2]]) for s in sigma]
gamma.append(np.diag([1, 1, -1, -1]).astype(complex))
for i in range(4):
    for j in range(4):
        anti = gamma[i] @ gamma[j] + gamma[j] @ gamma[i]
        assert np.allclose(anti, 2 * (i == j) * np.eye(4))


def mode_propagator(time, z, m):
    """Momentum integral for S at (0, 0, z, time), no Bessel K used."""
    t = abs(time)

    def mode_sum(weight):
        def f(p):
            energy = math.hypot(p, m)
            return (p**2 / (2 * PI**2) * math.exp(-energy * t)
                    / (2 * energy) * weight(p, energy))
        return integral(f, 0, 60 / t)

    scalar = mode_sum(lambda p, e: spherical_jn(0, p * abs(z)))
    temporal = mode_sum(lambda p, e: e * spherical_jn(0, p * abs(z)))
    spatial = mode_sum(lambda p, e: p * spherical_jn(1, p * abs(z)))
    return (m * scalar * np.eye(4)
            + math.copysign(1, time) * temporal * gamma[3]
            + math.copysign(1, z) * spatial * gamma[2])


# Wick contraction from momentum modes against the Bessel tensor
m_test = 1.3
tau0, z0 = 0.8, 0.5
s_forward = mode_propagator(tau0, z0, m_test)
s_backward = mode_propagator(-tau0, -z0, m_test)
wick = np.array([[-np.trace(gamma[i] @ s_forward @ gamma[j] @ s_backward)
                  for j in range(4)] for i in range(4)])
bessel = tensor(np.array([0, 0, z0, tau0]), m_test)
wick_error = np.max(np.abs(wick - bessel)) / np.max(np.abs(bessel))
assert wick_error < 1e-8


# Conservation by fourth-order finite differences at a generic point
def relative_divergence(x, m, k1_weight):
    h = 0.002
    terms = []
    for i in range(4):
        e = np.zeros(4)
        e[i] = h

        def g(k):
            return tensor(x + k * e, m, k1_weight)[i]
        terms.append((g(-2) - 8 * g(-1) + 8 * g(1) - g(2)) / (12 * h))
    terms = np.array(terms)
    return np.max(np.abs(terms.sum(axis=0))) / np.max(np.abs(terms))


point = np.array([0.5, -0.4, 0.7, 0.6])
divergence = relative_divergence(point, m_test, 1.0)
divergence_without_k1 = relative_divergence(point, m_test, 0.0)
assert divergence < 1e-6
assert divergence_without_k1 > 1e-2


# Full tensor rebuilt from the spectral density
def spectral_components(r, m):
    def longitudinal(mass):
        slope = -mass**2 * kv(2, mass * r) / (4 * PI**2 * r)
        return 2 * mass * rho(mass**2, m) * (-3 * slope / r)

    def transverse(mass):
        slope = -mass**2 * kv(2, mass * r) / (4 * PI**2 * r)
        scalar = mass * kv(1, mass * r) / (4 * PI**2 * r)
        return (2 * mass * rho(mass**2, m)
                * (slope / r - mass**2 * scalar))
    top = 2 * m + 60 / r
    return (integral(longitudinal, 2 * m, top),
            integral(transverse, 2 * m, top))


for r in (0.4, 1.0, 2.0):
    for exact, rebuilt in zip(components(r, m_test),
                              spectral_components(r, m_test)):
        assert close(exact, rebuilt, 1e-7)
    from_trace = integral(lambda u: u**3 * minus_trace(u, m_test),
                          r, r + 30 / m_test) / r**4
    assert close(from_trace, components(r, m_test)[0], 1e-7)


# Projection on zero spatial momentum
def c_coordinate(tau, m):
    return integral(lambda R: 4 * PI * R**2
                    * minus_trace(math.hypot(tau, R), m), 0, 40 / m)


def c_spectral(tau, m):
    return integral(lambda w: 3 * w**2 * rho(w**2, m)
                    * math.exp(-w * tau), 2 * m, 2 * m + 60 / tau)


def total_charge_correlator(tau, m):
    def f(R):
        r = math.hypot(tau, R)
        g_l, g_t = components(r, m)
        return 4 * PI * R**2 * (g_t + (g_l - g_t) * tau**2 / r**2)
    return integral(f, 0, 40 / m)


for tau in (0.5, 1.0, 2.0):
    assert close(c_coordinate(tau, m_test), c_spectral(tau, m_test), 1e-7)
    charge = total_charge_correlator(tau, m_test)
    assert abs(charge) < 1e-7 * c_coordinate(tau, m_test)


# Momentum-space loop from coordinate space, and its discontinuity
def subtracted_kernel(z):
    if z < 1:
        return sum((-1)**k * (z / 2)**(2 * k)
                   / (math.factorial(k) * math.factorial(k + 1))
                   for k in range(2, 13))
    return 2 * j1(z) / z - 1 + z**2 / 8


def pi_coordinate(q, m):
    value = integral(lambda r: 2 * PI**2 * r**3 * minus_trace(r, m)
                     * subtracted_kernel(q * r), 0, 30 / m)
    return value / (3 * q**2)


def pi_feynman(q, m):
    return integral(lambda x: x * (1 - x)
                    * math.log1p(x * (1 - x) * q**2 / m**2),
                    0, 1) / (2 * PI**2)


def rho_from_cut(s, m):
    v = math.sqrt(1 - 4 * m**2 / s)

    def f(x):
        argument = complex(1 - x * (1 - x) * s / m**2, -1e-14)
        return -x * (1 - x) * np.log(argument).imag / PI
    return integral(f, 0, 1,
                    points=[(1 - v) / 2, (1 + v) / 2]) / (2 * PI**2)


for q in (0.7, 2.0, 5.0):
    assert close(pi_coordinate(q, m_test), pi_feynman(q, m_test), 1e-6)
for ratio in (4.5, 8.0, 40.0):
    s = ratio * m_test**2
    assert close(rho(s, m_test), rho_from_cut(s, m_test), 1e-7)


def fourth_moment(m):
    return integral(lambda r: 2 * PI**2 * r**7 * minus_trace(r, m),
                    0, 30 / m)


assert close(fourth_moment(m_test), 48 / (5 * PI**2 * m_test**2), 1e-7)

# Short- and long-distance limits
short = minus_trace(0.1, 1.0) * PI**4 * 0.1**6 / 2
far = 50.0
long_ratio = (minus_trace(far, 1.0) * 4 * PI**3 * far**3
              / (3 * math.exp(-2 * far)))
assert abs(short - 1) < 1e-3
assert abs(long_ratio - 1 - 1.75 / far) < 2 / far**2

# Worked example: electron, distances in reduced Compton wavelengths
m = 1.0
r = 1.0
g_l, g_t = components(r, m)
s_l, s_t = spectral_components(r, m)
trace_value = minus_trace(r, m)
compton = constants.hbar / (constants.m_e * constants.c)
bohr = constants.physical_constants["Bohr radius"][0]
compton_bohr = compton / bohr

print("Natural units hbar = c = 1, m = electron mass")
print(f"reduced Compton wavelength = {compton * 1e15:.4f} fm")
print(f"reduced Compton wavelength = {compton_bohr:.8f} bohr")
print(f"distance m r = {m * r:.1f} (dimensionless)")
print(f"K1(1) = {kv(1, m * r):.8f} (dimensionless)")
print(f"K2(1) = {kv(2, m * r):.8f} (dimensionless)")
print(f"prefactor m^4/(4 pi^4 r^2) = {1 / (4 * PI**4):.8e} m^6")
print(f"G_L, Bessel form = {g_l:.8e} m^6")
print(f"G_L, from rho    = {s_l:.8e} m^6")
print(f"G_T, Bessel form = {g_t:.8e} m^6")
print(f"G_T, from rho    = {s_t:.8e} m^6")
print(f"T = -trace G = {trace_value:.8e} m^6")
print(f"T converted = {trace_value / compton_bohr**6:.5e} bohr^-6")
print(f"Wick test, largest relative error = {wick_error:.1e}")
print(f"relative divergence = {divergence:.1e}")
print(f"same with K1^2 dropped = {divergence_without_k1:.4f}")
for tau in (0.5, 1.0, 2.0):
    print(f"C(tau={tau}/m), coordinate = {c_coordinate(tau, m):.8e} m^3")
    print(f"C(tau={tau}/m), from rho   = {c_spectral(tau, m):.8e} m^3")
for s in (4.5, 5.0, 8.0, 16.0, 100.0):
    print(f"rho(s={s} m^2) = {rho(s, m):.8f} (dimensionless)")
print(f"massless value 1/(12 pi^2) = {1 / (12 * PI**2):.8f}")
print(f"Pi at Q=2m, coordinate = {pi_coordinate(2.0, m):.8e}")
print(f"Pi at Q=2m, Feynman    = {pi_feynman(2.0, m):.8e}")
print(f"integral r^4 T d4x = {fourth_moment(m):.8f} m^-2")
print(f"48/(5 pi^2) = {48 / (5 * PI**2):.8f} m^-2")
print(f"T / short-distance law at m r = 0.1: {short:.6f}")
print(f"T / long-distance law at m r = 50: {long_ratio:.6f}")
print("all tests passed")
```

Running it gives:

```
Natural units hbar = c = 1, m = electron mass
reduced Compton wavelength = 386.1593 fm
reduced Compton wavelength = 0.00729735 bohr
distance m r = 1.0 (dimensionless)
K1(1) = 0.60190723 (dimensionless)
K2(1) = 1.62483890 (dimensionless)
prefactor m^4/(4 pi^4 r^2) = 2.56649556e-03 m^6
G_L, Bessel form = 5.84598703e-03 m^6
G_L, from rho    = 5.84598703e-03 m^6
G_T, Bessel form = -7.70563027e-03 m^6
G_T, from rho    = -7.70563027e-03 m^6
T = -trace G = 1.72709038e-02 m^6
T converted = 1.14373e+11 bohr^-6
Wick test, largest relative error = 3.7e-16
relative divergence = 4.8e-10
same with K1^2 dropped = 0.2500
C(tau=0.5/m), coordinate = 3.56984779e-01 m^3
C(tau=0.5/m), from rho   = 3.56984779e-01 m^3
C(tau=1.0/m), coordinate = 3.00422420e-02 m^3
C(tau=1.0/m), from rho   = 3.00422420e-02 m^3
C(tau=2.0/m), coordinate = 1.11832805e-03 m^3
C(tau=2.0/m), from rho   = 1.11832805e-03 m^3
rho(s=4.5 m^2) = 0.00406536 (dimensionless)
rho(s=5.0 m^2) = 0.00528642 (dimensionless)
rho(s=8.0 m^2) = 0.00746301 (dimensionless)
rho(s=16.0 m^2) = 0.00822625 (dimensionless)
rho(s=100.0 m^2) = 0.00843830 (dimensionless)
massless value 1/(12 pi^2) = 0.00844343
Pi at Q=2m, coordinate = 4.89536519e-03
Pi at Q=2m, Feynman    = 4.89536519e-03
integral r^4 T d4x = 0.97268336 m^-2
48/(5 pi^2) = 0.97268336 m^-2
T / short-distance law at m r = 0.1: 0.999901
T / long-distance law at m r = 50: 1.035670
all tests passed
```
